# Transmission through one impurity in a chain: a missing level shift: a program that tests the result

```python
"""
One impurity in a tight-binding chain: test of
    T(E) = (4 t^2 - E^2) / (4 t^2 - E^2 + e0^2),   |E| < 2t.
The chain has hopping -t, site energy e0 at site 0 and zero elsewhere.
Band: E = -2 t cos k, 0 < k < pi, lattice spacing 1.
r, tau : reflection and transmission amplitudes
g      : retarded Green function at the end site of a half-chain
Sigma  : t^2 g, self-energy of one lead;  Gamma = -2 Im Sigma
G      : retarded Green function at the impurity
Energies are in eV.
"""
import numpy as np
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.constants import e as charge, h as planck, hbar


def T_formula(E, t, e0):
    return (4*t**2 - E**2) / (4*t**2 - E**2 + e0**2)


def scatter(E, t, e0):
    """Iterate the site equations from right to left, then split the
    wave on the left into incoming and reflected parts."""
    k = np.arccos(-E / (2*t))
    psi = {6: np.exp(6j*k), 5: np.exp(5j*k)}
    for n in range(5, -6, -1):
        site_energy = e0 if n == 0 else 0.0
        psi[n-1] = -(E - site_energy)*psi[n]/t - psi[n+1]
    waves = np.array([[np.exp(1j*k*n), np.exp(-1j*k*n)] for n in (-6, -5)])
    A, B = np.linalg.solve(waves, np.array([psi[-6], psi[-5]]))
    # bond current on the left, relative to that of the incoming wave
    current = 2*t*np.imag(np.conj(psi[-6])*psi[-5]) / abs(A)**2
    incoming = 2*t*np.imag(np.exp(1j*k))
    return B/A, 1/A, current/incoming


def green_element(onsite, site, z, t):
    """Diagonal element of (z - H)^(-1) for a long finite chain."""
    bands = np.full((3, len(onsite)), t, dtype=complex)
    bands[1] = z - onsite
    source = np.zeros(len(onsite), dtype=complex)
    source[site] = 1.0
    return solve_banded((1, 1), bands, source)[site]


t, e0, E = 1.0, 1.0, 1.0
k = np.arccos(-E/(2*t))
W = np.sqrt(4*t**2 - E**2)
T = T_formula(E, t, e0)

# Wave matching: amplitudes and current for several energies and impurities
for hop in (1.0, 0.7):
    for imp in (-2.3, -0.6, 0.0, 0.4, 1.0, 3.0):
        for x in (-1.9, -1.1, 0.0, 0.5, 1.7):
            en = x*hop
            w = np.sqrt(4*hop**2 - en**2)
            r_n, tau_n, J_n = scatter(en, hop, imp)
            assert abs(tau_n - 1j*w/(1j*w - imp)) < 1e-10
            assert abs(r_n - imp/(1j*w - imp)) < 1e-10
            assert abs(abs(tau_n)**2 - T_formula(en, hop, imp)) < 1e-10
            assert abs(abs(r_n)**2 + abs(tau_n)**2 - 1) < 1e-10
            assert abs(J_n - abs(tau_n)**2) < 1e-10
r, tau, J = scatter(E, t, e0)

# Green functions of long finite chains; errors are of first order in eta
eta, half = 2e-5, 600000
tol = 5*eta
g = green_element(np.zeros(half), 0, E + 1j*eta, t)
chain = np.zeros(2*half + 1)
chain[half] = e0
G = green_element(chain, half, E + 1j*eta, t)
Sigma = t**2*g
Gamma = -2*Sigma.imag
assert abs(g + np.exp(1j*k)/t) < tol
assert abs(Sigma - (E - 1j*W)/2) < tol
assert abs(G - 1/(1j*W - e0)) < tol
assert abs(G - 1/(E - e0 - 2*Sigma)) < tol

# Broadening equals hbar times the group velocity
dk = 1e-5
hv = (-2*t*np.cos(k + dk) + 2*t*np.cos(k - dk)) / (2*dk)
assert abs(Gamma - hv) < tol

# Fisher-Lee amplitude and trace formula against the scattering wave
tau_FL = 1j*Gamma*G
T_trace = Gamma*abs(G)**2*Gamma
assert abs(tau_FL - tau) < tol
assert abs(T_trace - abs(tau)**2) < tol

# Trace formula for a five-site device, impurity off centre
M = 5
H = -t*(np.eye(M, k=1) + np.eye(M, k=-1))
H[1, 1] = e0
SL = np.zeros((M, M), dtype=complex)
SR = SL.copy()
SL[0, 0] = SR[-1, -1] = Sigma
GM = np.linalg.inv(E*np.eye(M) - H - SL - SR)
GL, GR = 1j*(SL - SL.conj().T), 1j*(SR - SR.conj().T)
T_five = np.trace(GL @ GM @ GR @ GM.conj().T).real
assert abs(T_five - abs(tau)**2) < tol

# Wave packet in a finite chain, and bound state of the same chain
L = 500
n = np.arange(-L, L + 1)
levels, modes = eigh_tridiagonal(np.where(n == 0, e0, 0.0),
                                 np.full(2*L, -t))
width, start, duration = 30.0, -250, 300.0   # duration in hbar/eV
packet = np.exp(-(n - start)**2/(4*width**2) + 1j*k*n)
packet /= np.linalg.norm(packet)
final = modes @ (np.exp(-1j*levels*duration) * (modes.T @ packet))
T_packet = np.sum(abs(final[n > 0])**2)
k_grid = 2*np.pi*np.arange(len(n))/len(n)
weight = abs(np.fft.fft(packet))**2 / len(n)
T_average = np.sum(weight*T_formula(-2*t*np.cos(k_grid), t, e0))
assert abs(T_packet - T_average) < 1e-7
E_bound = levels[-1]
assert abs(E_bound - np.sqrt(4*t**2 + e0**2)) < 1e-9
levels_neg = eigh_tridiagonal(np.where(n == 0, -e0, 0.0),
                              np.full(2*L, -t), eigvals_only=True)
assert abs(levels_neg[0] + np.sqrt(4*t**2 + e0**2)) < 1e-9

G_quantum = 2*charge**2/planck*1e6
print(f"hopping t = {t:.1f} eV")
print(f"impurity energy e0 = {e0:.1f} eV")
print(f"electron energy E = {E:.1f} eV")
print(f"wave number k = {k:.5f} rad per site = {k/np.pi:.5f} pi")
print(f"W = sqrt(4t^2 - E^2) = {W:.5f} eV")
print("Wave matching (site equations iterated):")
print(f"  r   = {r:.5f}, |r|^2   = {abs(r)**2:.5f}")
print(f"  tau = {tau:.5f}, |tau|^2 = {abs(tau)**2:.5f}")
print(f"  transmitted/incoming current = {J:.5f}")
print(f"Long chains, eta = {eta:.0e} eV, {half} sites per half-chain:")
print(f"  g     = {g:.4f} 1/eV")
print(f"  Sigma = {Sigma:.4f} eV")
print(f"  Gamma = {Gamma:.4f} eV, hbar*v = {hv:.4f} eV")
print(f"  G     = {G:.4f} 1/eV")
print(f"  i*Gamma*G = {tau_FL:.4f}")
print(f"  T from trace, one-site device  = {T_trace:.4f}")
print(f"  T from trace, five-site device = {T_five:.4f}")
print(f"T from closed formula = {T:.5f}")
print(f"2e^2/h = {G_quantum:.3f} microsiemens")
print(f"conductance (2e^2/h) T = {G_quantum*T:.3f} microsiemens")
print(f"Wave packet: width {width:.0f} sites, start at site {start},")
print(f"  chain of {len(n)} sites, duration {duration:.0f} hbar/eV"
      f" = {duration*hbar/charge*1e15:.1f} fs")
print(f"  transmitted probability = {T_packet:.7f}")
print(f"  T averaged over packet  = {T_average:.7f}")
print(f"Bound state for e0 = +1 eV: {E_bound:.5f} eV")
print(f"Bound state for e0 = -1 eV: {levels_neg[0]:.5f} eV")
print("T from iterated site equations, t = 1 eV:")
print("  E (eV)   e0 = 0.5 eV   e0 = 1 eV   e0 = 2 eV")
for en in (0.0, 0.5, 1.0, 1.5, 1.9):
    row = [abs(scatter(en, t, imp)[1])**2 for imp in (0.5, 1.0, 2.0)]
    print(f"  {en:.1f}      {row[0]:.4f}        {row[1]:.4f}      {row[2]:.4f}")
print("all tests passed")
```

Printed output:

```
hopping t = 1.0 eV
impurity energy e0 = 1.0 eV
electron energy E = 1.0 eV
wave number k = 2.09440 rad per site = 0.66667 pi
W = sqrt(4t^2 - E^2) = 1.73205 eV
Wave matching (site equations iterated):
  r   = -0.25000-0.43301j, |r|^2   = 0.25000
  tau = 0.75000-0.43301j, |tau|^2 = 0.75000
  transmitted/incoming current = 0.75000
Long chains, eta = 2e-05 eV, 600000 sites per half-chain:
  g     = 0.5000-0.8660j 1/eV
  Sigma = 0.5000-0.8660j eV
  Gamma = 1.7320 eV, hbar*v = 1.7321 eV
  G     = -0.2500-0.4330j 1/eV
  i*Gamma*G = 0.7500-0.4330j
  T from trace, one-site device  = 0.7500
  T from trace, five-site device = 0.7500
T from closed formula = 0.75000
2e^2/h = 77.481 microsiemens
conductance (2e^2/h) T = 58.111 microsiemens
Wave packet: width 30 sites, start at site -250,
  chain of 1001 sites, duration 300 hbar/eV = 197.5 fs
  transmitted probability = 0.7499131
  T averaged over packet  = 0.7499131
Bound state for e0 = +1 eV: 2.23607 eV
Bound state for e0 = -1 eV: -2.23607 eV
T from iterated site equations, t = 1 eV:
  E (eV)   e0 = 0.5 eV   e0 = 1 eV   e0 = 2 eV
  0.0      0.9412        0.8000      0.5000
  0.5      0.9375        0.7895      0.4839
  1.0      0.9231        0.7500      0.4286
  1.5      0.8750        0.6364      0.3043
  1.9      0.6094        0.2806      0.0888
all tests passed
```
